# Ion Energy Width from a Ramp Slope Error on an Insulator

**The form of the answer**

A slope error \(\delta S\), in volts per second, acts for a time \(T\). Multiplied together and by the elementary charge \(e>0\), they give an energy. If the sheath adjusts quickly compared with \(T\), its voltage drifts at a steady rate and the energy spread is proportional to \(T\). The drift vanishes when the slope is right and, for a small error, is linear in \(\delta S\) to first order. The spread is then also proportional to \(|\delta S|\). The width must therefore have the form

\[
W=\kappa\,e|\delta S|T, \tag{1}
\]

where \(\kappa\) is a pure number. It can depend on ratios such as that of the sheath's capacitance to the insulator's. Dimensions cannot say whether \(\kappa=1\). If \(\delta S\) is the slope error of the substrate surface itself, then \(\kappa=1\) at this order. A generator, however, sets the slope of the electrode beneath the insulator, and for an error in that slope \(\kappa\) has to be derived.

**Model and signs**

An insulator of capacitance per area \(C_d\) lies on an electrode. Its upper surface faces a steady plasma. Potentials are measured from the plasma side of the sheath, so the surface potential is \(-V\), with \(V>0\) the sheath voltage. After a short positive pulse has reset the surface charge, the electrode potential is stepped down and then ramped:

\[
\phi_e(t)=\phi_e(0)-St,\qquad 0<t<T. \tag{2}
\]

The ramp is needed because arriving positive ions charge the surface and would otherwise reduce \(V\).

Cold, singly charged ions of mass \(M\) enter the sheath with density \(n_s\) and speed \(u_s\), carrying the current density

\[
J=e n_s u_s. \tag{3}
\]

The sheath is free of collisions, no electrons reach the surface during the ramp, and none are emitted from it. The ion transit time is short compared with \(T\), and \(W\ll eV_0\), where \(V_0=V(0)\). The distribution sought is that of ions collected during the ramp from a settled sheath. Ions collected during the reset pulse are left out. Many of them have low energy, but those already crossing the sheath when the pulse begins can arrive with energies reaching up to the band.

**Current balance**

The total current density, conduction plus displacement, is the same through the insulator and through a fixed plane in the plasma. Count it positive toward the electrode. The voltage across the insulator, surface minus electrode, is \(-V-\phi_e\). It changes at the rate \(S-dV/dt\), so the displacement current in the insulator is

\[
J_{\rm tot}=C_d\left(S-\frac{dV}{dt}\right). \tag{4}
\]

At the plasma plane the field is negligible, and the current is carried by particles. The ions contribute \(J\). For the electrons, define the sheath width \(s\) by the electrons that are missing between the plane and the surface:

\[
n_s s=\int (n_s-n_e)\,dx. \tag{5}
\]

When \(s\) grows, \(n_s\,ds/dt\) electrons per area and time must leave through the plane, since none can reach the surface. Negative charge moving away from the electrode is a positive current toward it. Hence

\[
J_{\rm tot}=J+e n_s\frac{ds}{dt}. \tag{6}
\]

We next need \(ds/dV\). For fixed entry conditions, the steady potential is a single curve as a function of distance from the sheath edge. A higher surface voltage does not reshape this curve; it follows it further. If \(E_w\) is the magnitude of the field at the surface, an increase \(dV\) adds a layer of thickness \(dV/E_w\). That layer holds practically no electrons when \(V\) is many times the electron temperature in volts, so by (5)

\[
\frac{ds}{dV}=\frac1{E_w},\qquad
e n_s\frac{ds}{dt}=C_m\frac{dV}{dt},\qquad
C_m=\frac{e n_s}{E_w}. \tag{7}
\]

The quantity \(C_m\) is a capacitance per area that belongs to the moving edge. Equating (4) and (6) and using (7) gives

\[
C_dS-C_d\frac{dV}{dt}=J+C_m\frac{dV}{dt},
\]

and, after collecting the terms in \(dV/dt\),

\[
(C_d+C_m)\frac{dV}{dt}=C_dS-J. \tag{8}
\]

The voltage is constant when \(S=S_0\), with

\[
S_0=\frac{J}{C_d}. \tag{9}
\]

Put \(S=S_0+\delta S\). The right side of (8) becomes \(C_d\,\delta S\), so

\[
\frac{dV}{dt}=\kappa\,\delta S,\qquad
\kappa=\frac{C_d}{C_d+C_m}=\frac1{1+C_m/C_d}. \tag{10}
\]

The moving-edge current is small compared with \(J\), but that is the wrong comparison. The drift is driven by the imbalance \(C_d\,\delta S\), which is itself a small part of \(J\), and the edge current cancels a fraction \(1-\kappa\) of it.

**The surface field**

To evaluate \(C_m\), let \(\psi(x)\) be the potential drop from the sheath edge, with \(x\) increasing toward the surface. Energy conservation gives the ion speed \(v\), and flux conservation gives the ion density:

\[
v=u_s\sqrt{1+\psi/U_s},\qquad
n_i=\frac{n_s}{\sqrt{1+\psi/U_s}},\qquad
U_s=\frac{Mu_s^2}{2e}. \tag{11}
\]

For Boltzmann electrons of temperature \(\Theta\) in volts, \(n_e=n_s e^{-\psi/\Theta}\). Poisson's equation is

\[
\frac{d^2\psi}{dx^2}=\frac{e n_s}{\varepsilon_0}
\left[\frac1{\sqrt{1+\psi/U_s}}-e^{-\psi/\Theta}\right]. \tag{12}
\]

Multiply by \(d\psi/dx\). The left side is then the derivative of \(\tfrac12(d\psi/dx)^2\). Integrating from the edge, where \(\psi\) and the field vanish, to the surface, where \(\psi=V\), gives

\[
E_w^2=\frac{2e n_s}{\varepsilon_0}
\left[2U_s\left(\sqrt{1+V/U_s}-1\right)
-\Theta\left(1-e^{-V/\Theta}\right)\right]. \tag{13}
\]

At high voltage the first square root dominates, and

\[
E_w^2\simeq\frac{4e n_s}{\varepsilon_0}\sqrt{U_sV}. \tag{14}
\]

In this limit \(E_w\propto V^{1/4}\) and \(C_m\propto V^{-1/4}\). Near 100 V in the example below, the full expression (13) gives a somewhat larger exponent, about 0.32 instead of 0.25. The weak dependence is why \(\kappa\) is nearly constant over a narrow band. Integrating \(ds=dV/E_w\) in the same limit gives \(s\simeq 4V/(3E_w)\), the Child-law relation.

**Where the current goes at the surface**

The edge current in (6) is carried by electrons in the plasma, yet no electrons reach the surface. Gauss's law shows what replaces them. The surface charge density is

\[
\sigma=C_d(-V-\phi_e)-\varepsilon_0E_w, \tag{15}
\]

where the last term is negative because the sheath field points toward the surface. Only ions change \(\sigma\) in this model, so \(d\sigma/dt=J_w\), the ion current density at the surface. Differentiating (15),

\[
J_w=C_d\left(S-\frac{dV}{dt}\right)-C_{sh}\frac{dV}{dt},
\qquad C_{sh}=\varepsilon_0\frac{dE_w}{dV}. \tag{16}
\]

By (4), (6) and (7) the first term equals \(J+C_m\,dV/dt\). To find \(C_{sh}\), differentiate (13) and drop the negligible exponential:

\[
2E_w\frac{dE_w}{dV}=\frac{2e n_s}{\varepsilon_0}\frac1{\sqrt{1+V/U_s}}
\quad\Longrightarrow\quad
C_{sh}=\frac{C_m}{\sqrt{1+V/U_s}}=C_m\frac{u_s}{v_w}, \tag{17}
\]

where \(v_w\) is the value of \(v\) at \(\psi=V\). Therefore

\[
J_w=J+C_m\left(1-\frac{u_s}{v_w}\right)\frac{dV}{dt}. \tag{18}
\]

An expanding sheath takes in ions that were already in the plasma ahead of it, and the surface receives slightly more than \(J\). Setting \(J_w=J\) in (16) would replace \(C_m\) by the smaller \(C_{sh}\) and put \(\kappa\) too close to one.

**From voltage to ion energy**

An ion crosses a sheath whose edge moves away from the surface at speed \(\dot s=ds/dt\). In the frame of the edge the potential profile is steady to leading order. Ion speeds toward the surface are larger by \(\dot s\) in this frame. If \(v_a\) is the arrival speed in the laboratory, energy conservation in the moving frame reads

\[
\tfrac12M(v_a+\dot s)^2=\tfrac12M(u_s+\dot s)^2+eV(t), \tag{19}
\]

with \(t\) the arrival time. Expand both squares. The terms in \(\dot s^2\) cancel, and to first order \(v_a\) may be replaced by \(v_w\) in the term containing \(\dot s\). The laboratory energy is then

\[
E(t)=eU_s+eV(t)-M\dot s\,(v_w-u_s). \tag{20}
\]

The last term is nearly constant once the first ions have crossed. It shifts the energies but hardly changes their rate of change, so with (10)

\[
\frac{dE}{dt}\simeq e\kappa\,\delta S. \tag{21}
\]

Ions arrive at the rate \(J_w/e\) per area. Those arriving in \(dt\) occupy the energy interval \(|dE|=|dE/dt|\,dt\), so the number per area and energy in one ramp is

\[
f(E)=\frac{J_w/e}{|dE/dt|}\simeq\frac{J_w}{e^2\kappa|\delta S|}. \tag{22}
\]

With \(J_w\), \(\kappa\) and \(\delta S\) nearly constant, \(f\) is flat. Its width is the energy change over the ramp:

\[
W=\frac{e|\delta S|T}{1+C_m/C_d}. \tag{23}
\]

Too steep a ramp, \(\delta S>0\), spreads the band upward from its starting energy; too shallow a ramp spreads it downward. The width alone does not reveal the sign.

**Limits and a case that is not flat**

For \(C_m\ll C_d\), a thin insulator, (23) becomes \(W=e|\delta S|T\). The electrode then controls the surface potential and passes its full slope error on.

The opposite limit is clearer for a fixed fractional error \(\eta=\delta S/S_0\). Inserting \(\delta S=\eta J/C_d\) into (23) gives

\[
W=\frac{e|\eta|JT}{C_d+C_m}. \tag{24}
\]

A thicker insulator makes a given percentage error more costly, but the width tends to \(e|\eta|JT/C_m\) instead of growing without limit. This holds while \(W\ll eV_0\).

Flatness depends on the error being constant. Suppose instead that it grows as \(\delta S=at\), with \(a>0\), for example because the required slope drifts during the ramp. Neglecting the lag and the change in \(\kappa\), integration of (21) gives \(E-E_0=\tfrac12e\kappa at^2\), where \(E_0\) is the starting energy. Eliminating \(t\) from \(dE/dt=e\kappa at\),

\[
\frac{dE}{dt}=\sqrt{2e\kappa a(E-E_0)},\qquad
f(E)\simeq\frac{J}{e\sqrt{2e\kappa a(E-E_0)}}. \tag{25}
\]

The ions crowd toward \(E_0\), where the voltage changes slowly. The width is \(\tfrac12e\kappa aT^2\), half of what the final slope error would give if it acted throughout.

**Worked example: a fused-silica wafer in argon**

Take rough typical values: thickness 0.50 mm, relative permittivity 3.8, \(J=0.50\) mA/cm², \(\Theta=3.0\) V, \(V_0=100\) V and \(T=5.0\) µs. The slope error is \(+4.0\) V/µs. Ions enter at 1.2 times the Bohm speed, so \(u_s=3.230\) km/s and \(U_s=2.16\) V. Equation (3) gives \(n_s=9.66\times10^9\) cm⁻³.

The insulator capacitance is \(C_d=6.729\) pF/cm², and by (9)

\[
S_0=\frac{500\ \mu{\rm A/cm^2}}{6.729\ {\rm pF/cm^2}}=74.3\ {\rm V/\mu s}.
\]

The error is 5.4% of this slope. At the middle of the resulting band, \(V=108\) V, the bracket in (13) is

\[
4.32\left(\sqrt{1+108/2.16}-1\right)-3.0\simeq23.5\ {\rm V}.
\]

With \(e n_s=J/u_s=1.548\times10^{-3}\) C/m³ this gives \(E_w=0.907\) kV/cm, and (7) gives \(C_m=1.707\) pF/cm². Hence

\[
\kappa=\frac1{1+1.707/6.729}=0.798,\qquad
W=0.798\times4.0\times5.0\ {\rm eV}=16.0\ {\rm eV},
\]

or \(2.56\times10^{-18}\) J. The uncorrected product \(e\,\delta S\,T\) is 20.0 eV. The edge current \(C_m\,dV/dt\) is about 5.4 µA/cm². That is 1.1% of \(J\), but 20% of the imbalance \(C_d\,\delta S=26.9\) µA/cm², which accounts for the reduction.

These results were tested with a one-dimensional particle calculation for the same parameters. It follows ions in the field of the ions, Boltzmann electrons and a charging insulator, starting from a sheath settled at 100 V. It assumes neither (7) nor (20). Its widths are the central 99% of the energies, scaled to the full range. The matched ramp gives 0.01 eV and the steep ramp 15.95 eV. The first value is so small because all ions enter at one speed; a spread of entry energies in a real plasma would add to it. Reversing the error gives 15.80 eV, against 15.78 eV from (10) integrated with the voltage dependence of \(C_m\). This band is narrower because \(C_m\) is larger at lower voltage.

Away from its ends the distribution is indeed flat: in five equal bins covering the middle 70% of the band, the simulated height lies between 0.994 and 1.000 of the total ion number divided by the predicted width. A narrow peak remains at the starting energy, from ions that arrive while the lag in (20) is still building up. It holds about 1% of the ions and is about 2.5 times the flat height over the lowest 0.08 eV; just above it, up to about a tenth of the band, the height is some 3% below the flat value. The variation of \(C_m\) alone would lower the height by 0.96% from the bottom of the band to the top, but at the low end the start-up transient masks this tilt. In the second half of the ramp the surface ion flux exceeds that of the matched ramp by 0.93%, as (18) predicts.

The energy lag in (20) is 0.29 eV by formula and by simulation. One might expect it to narrow the band by that amount, yet the simulated width agrees with (23) more closely. Until the extra ions in (18) reach the surface, the voltage changes faster than (10) gives. It gains about 0.23 V in this way, which offsets much of the lag and leaves a full energy range of about 15.89 eV. The remaining 0.06 eV is hidden by scaling the central 99% to the full range, because of the peak at the starting energy. The close agreement therefore rests on two opposite effects that nearly cancel here. It should not be read as showing that (23) is accurate to better than a few tenths of an electronvolt.

With the insulator thinned to 25 µm and the absolute slope error held at 4.0 V/µs, the simulated width is 19.5 eV, close to the uncorrected 20 eV. The further values are in the numerical output.

**Comparison with a real process**

The inputs describe a low-pressure argon plasma over a thick insulating wafer. The pressure used for the collision estimate, 1 mTorr, is at the low end for plasma processing. With a rough cross section of \(10^{-14}\) cm² and the Child-law estimate of 1.59 mm for the sheath width, which is low at this voltage (definition (5) gives 1.9 mm), about 5% of the ions collide in the sheath. At 5 mTorr, with the other values fixed, the same estimate gives about 23%. The cross section is probably about twice too large at most of these ion energies, while the path is underestimated. The two errors partly offset, and both fractions are moderately high estimates. Even so, a noticeable low-energy tail would accompany the band at 5 mTorr.

Two effects left out of the model shift the matching slope itself. A secondary-electron yield of 0.05, a rough value, adds 5% to the surface charging current and raises the required slope by 3.7 V/µs. A 10 µm vacuum gap under the whole wafer lowers the series capacitance and raises it by 5.6 V/µs. A ramp set to the ideal \(J/C_d\) would then be too shallow, and (23) gives widths of roughly 15 eV and 22 eV respectively. Each is comparable with the effect of the deliberate error. For this example, 1% of slope error costs about 3 eV. Keeping the width from this cause below about 3 eV therefore requires the applied ramp to agree with the matching slope, these corrections included, to within about 1%.

The entry speed also matters. At fixed \(J\), entry at the Bohm speed itself raises \(n_s\) by a factor 1.2 while (13) leaves \(E_w\) almost unchanged. Then \(C_m\) rises by about 20% and \(W\) falls to about 15.3 eV. A real plasma is also denser upstream; the model requires this change to be small over the 0.18 mm that the edge moves.

Time outside the settled ramp adds other ions. A 0.5 µs reset pulse occupies 9% of the cycle, and the ion transit time is roughly 0.2 µs by the Child-law estimate, about 4% of the ramp. Counted from the point where the drop is only 0.3 V or 0.03 V it is 0.29 or 0.45 µs, and the drift rate is still about 6% above (10) at 0.4 µs and 1 to 2% above it at 1 µs. Ions from the pulse and from the unsettled sheath just after it need not lie in the flat band. While the sheath re-forms, the ions it uncovers also charge the surface. The settled voltage \(V_0\) can therefore be well below the voltage just after the step, and the step must allow for this. Electron leakage at 100 V, by contrast, is about \(3\times10^{-13}\) of \(J\) for Boltzmann electrons.

The ramp changes the voltage across the wafer by 376 V, a field change of 0.0075 MV/cm, far below the breakdown field of sound fused silica. The absolute field also depends on the charge left by the reset pulse.

The angular spread changes little. For a transverse ion temperature \(\Theta_\perp=0.05\) V, the rms angle along one axis is approximately \(\sqrt{\Theta_\perp/(2V)}\), or 0.87° at mid-band. It falls by about 7% as \(V\) rises from 100 to 116 V. In this collisionless model the angle varies as \(V^{-1/2}\), so its fractional change is about half that of the voltage.

## Calculated quantities

```
Insulator thickness: 0.50 mm
Relative permittivity: 3.8
Ion current density J: 0.50 mA/cm2
Electron temperature: 3.0 eV
Starting sheath voltage V0: 100 V
Ramp duration T: 5.0 us
Slope error dS: 4.0 V/us
Entry speed / Bohm speed: 1.2
Entry speed u_s: 3.230 km/s
Entry energy: 2.16 eV
Sheath-edge density n_s: 9.661e+09 cm^-3
Insulator capacitance C_d: 6.729 pF/cm2
Matching slope S0: 74.30 V/us
dS/S0: 5.38 %
Mid-band sheath voltage: 107.98 V
Mid-band wall field E_w: 0.907 kV/cm
Moving-edge capacitance C_m: 1.707 pF/cm2
kappa: 0.7977
Uncorrected width e*dS*T: 20.00 eV
Corrected width, kappa formula: 15.95 eV
Corrected width, integrated: 15.95 eV
Corrected width in joule: 2.556e-18 J
Simulated width, +dS: 15.95 eV
Integrated width, -dS: 15.78 eV
Simulated width, -dS: 15.80 eV
Simulated width, matched: 0.01 eV
Simulated half-time/full width: 0.497
Simulated heights, min: 0.994 of flat value
Simulated heights, max: 1.000 of flat value
Height change from C_m(V): -0.96 %
Thin insulator thickness: 25 um
Thin insulator simulated width: 19.48 eV
Wall field at V0, formula: 0.885 kV/cm
Wall field at V0, simulated: 0.885 kV/cm
Extra ion flux, formula: 0.93 %
Extra ion flux, simulated: 0.93 %
Energy lag, formula: 0.292 eV
Energy lag, simulated: 0.291 eV
Sheath width estimate: 1.59 mm
Ion transit time: 0.209 us
Transit time / T: 4.2 %
Gas pressure: 1.0 mTorr at 300 K
Rough collision cross section: 1.0e-14 cm2
Ions colliding in sheath: 5.0 %
Rough secondary yield: 0.05
S0 shift by secondaries: 3.72 V/us
Gap under wafer: 10 um
S0 shift by gap: 5.65 V/us
Voltage swing on insulator: 376 V
Field swing in insulator: 0.0075 MV/cm
Voltage swing on gap: 26.5 V
Electron leakage / J at V0: 3.0e-13
Reset pulse duration: 0.5 us
Reset-pulse time share: 9.1 %
Transverse ion temperature: 0.05 eV
One-axis rms ion angle: 0.87 degrees
```
